# Counting Independent Numbers in an Absorption Fine-Structure Fit

**Problem.** The X-ray absorption fine structure of an oxide film is analysed for photoelectron wavenumbers $k$ from 3 to 13 Å$^{-1}$. The fit uses the part of the signal that belongs to distances $R$ from 1 to 2 Å.

(a) Estimate how many independent real numbers this part of the signal contains.

(b) How sharp is that count, and how does noise change it?

(c) One shell of oxygen neighbours needs four fit parameters. Are they determined? Can the shell be split into two subshells with eight free parameters?

**Conventions.** The photoelectron travels to a neighbour and back, so a path contributes an oscillation $\sin(2kR+\text{phase})$. Part of the scattering phase is nearly linear in $k$ and shifts the peak in the Fourier transform. Here $R$ is this uncorrected, apparent distance. The window runs from $R_1$ to $R_2$, with $\Delta R=R_2-R_1=1$ Å, and $\Delta k=10$ Å$^{-1}$. The analysed signal is $y(k)=k^3\chi(k)$, where $\chi$ is the fine structure. Its noise is taken as white: independent from point to point, with equal variance.

## (a) The Fourier count

On an interval of length $\Delta k$, consider $\cos 2kR_m$ and $\sin 2kR_m$ with

$$R_m=\frac{m\pi}{\Delta k},\qquad m=1,2,3,\dots$$

The product of two such functions is a sum of sines or cosines of $2k(R_m\pm R_n)=2\pi k(m\pm n)/\Delta k$. Each completes a whole number of periods over the interval and integrates to zero, unless $m=n$ and the two functions are the same. The functions are therefore orthogonal. Together with a constant they form the ordinary Fourier series, so they describe any reasonable signal on the interval.

The bins are $\pi/\Delta k=0.314$ Å apart, and each carries two real coefficients. The count is

$$N=2\,\frac{\Delta R}{\pi/\Delta k}=\frac{2\,\Delta k\,\Delta R}{\pi}
=\frac{2\times10\times1}{\pi}=6.37 .$$

Thus the window holds about **6.4 independent real numbers**. The bins actually inside it are $m=4,5,6$, which give six functions. The fraction in 6.37 reflects an average over window positions, not a fraction of a parameter. The number of data points does not enter: finer sampling can reduce the noise, but it does not widen either range.

## (b) How sharp is the count?

The bins have fixed positions, whereas a real path may lie between them. Let every distance in the window contribute:

$$y(k)=\sqrt{\frac2\pi}\int_{R_1}^{R_2}\left[a(R)\cos2kR+b(R)\sin2kR\right]dR .$$

The prefactor follows from $\int_{-\infty}^{\infty}\cos(2ku)\,dk=\pi\delta(u)$. For positive $R,R'$ this gives

$$\int_{-\infty}^{\infty}\cos2kR\cos2kR'\,dk=\frac{\pi}{2}\delta(R-R'),$$

and the same for two sines; the mixed integral vanishes. Hence the energy $\int y^2dk$ over all $k$ equals $\int(a^2+b^2)dR$.

Let $A$ map $(a,b)$ to $y$ on the measured interval. The kernel of $AA^{T}$ is

$$K(k,k')=\frac2\pi\int_{R_1}^{R_2}\cos[2(k-k')R]\,dR,$$

because $\cos x\cos x'+\sin x\sin x'=\cos(x-x')$. Its nonzero eigenvalues $\lambda_j$ are also those of $A^{T}A$. Each is the fraction of a mode's total energy that falls in the measured range, so $0\le\lambda_j\le1$. Their sum is the trace,

$$\sum_j\lambda_j=\int K(k,k)\,dk=\frac{2\Delta k\Delta R}{\pi}=N .$$

A sharp count would require every $\lambda_j$ to be 0 or 1. The departure from this is measured by $D=\sum_j\lambda_j(1-\lambda_j)$.

To estimate $D$, split the cosine into exponentials, $K=K_++K_-$, with

$$K_\pm(k,k')=\frac1\pi\int_{R_1}^{R_2}e^{\pm2i(k-k')R}dR .$$

For $K_+$, put $u=R'-R$. Integrating an exponential over the measured range gives $|\int e^{2iku}dk|=|\sin(\Delta k\,u)/u|$, so

$$\operatorname{tr}K_+^2=\frac1{\pi^2}\int_{R_1}^{R_2}\!dR\int_{R_1}^{R_2}\!dR'\,\frac{\sin^2(\Delta k\,u)}{u^2}.$$

Since $\int_{-\infty}^{\infty}\sin^2(\Delta k\,u)/u^2\,du=\pi\Delta k$, letting $R'$ run over the whole line turns the right side into $\Delta k\Delta R/\pi=\operatorname{tr}K_+$. The difference $\operatorname{tr}(K_+-K_+^2)$ therefore comes from pairs with $R$ inside and $R'$ outside the window. At separation $u$, the length of starting positions $R$ that lead outside is $\min(|u|,\Delta R)$. Both signs of $u$ contribute equally:

$$\operatorname{tr}(K_+-K_+^2)=\frac2{\pi^2}\int_0^\infty\min(u,\Delta R)\frac{\sin^2(\Delta k\,u)}{u^2}du .$$

Use $\sin^2z=(1-\cos2z)/2$, split the integral at $u=\Delta R$, and set $v=2\Delta k\,u$ and $x=2\Delta k\Delta R$:

$$\operatorname{tr}(K_+-K_+^2)=\frac1{\pi^2}\left[\int_0^x\frac{1-\cos v}{v}dv+x\int_x^\infty\frac{1-\cos v}{v^2}dv\right].$$

The first integral is $\ln x+\gamma-\mathrm{Ci}(x)$, where $\gamma=0.577$ is Euler's constant and $\mathrm{Ci}$ the cosine integral. The second term is $1-x\int_x^\infty\cos v/v^2\,dv$. For large $x$, $\mathrm{Ci}(x)\approx\sin x/x$, while integration by parts gives $x\int_x^\infty\cos v/v^2\,dv\approx-\sin x/x$. These corrections cancel at order $1/x$. The kernel $K_-$ contributes the same amount, so

$$D\approx\frac2{\pi^2}\left[\ln(2\Delta k\Delta R)+\gamma+1\right]
=\frac2{\pi^2}(2.996+0.577+1)=0.927 .$$

This neglects the cross term $2\operatorname{tr}K_+K_-$, which lowers $D$. Replacing its rapidly varying $\sin^2$ by one half gives

$$\frac1{\pi^2}\int\!\!\int\frac{dR\,dR'}{(R+R')^2}=\frac1{\pi^2}\ln\frac{(R_1+R_2)^2}{4R_1R_2}=\frac{\ln(9/8)}{\pi^2}=0.012 .$$

Numerical diagonalization of $K$, with Gauss–Legendre quadrature in $k$, gives $D=0.914$, as this correction suggests. The first ten eigenvalues are 1.00, 1.00, 0.99, 0.98, 0.84, 0.76, 0.39, 0.29, 0.07 and 0.04. Six exceed one half, but there is no cliff after the sixth.

As $\Delta k\Delta R$ grows, $N$ grows linearly and $D$ logarithmically, so the relative softness disappears. In the opposite limit, $\Delta R\ll\pi/\Delta k$, the formula sends $N$ to zero. Yet a single distance still has two coefficients, one cosine and one sine. The Fourier count is therefore no guide to the number of parameters when $N$ is well below two.

**Noise in the window.** In units of its variance per mode, white noise has window energy $E=\sum_j\lambda_jg_j^2$, where the $g_j$ are independent standard normal numbers. Its mean is $\sum\lambda_j$ and its variance is $2\sum\lambda_j^2$. A scaled chi-square variable with $\nu$ degrees of freedom has $\nu=2(\text{mean})^2/\text{variance}$. Matching the two moments gives

$$\nu=\frac{(\sum\lambda_j)^2}{\sum\lambda_j^2}=\frac{N^2}{N-D}
=\frac{6.366^2}{6.366-0.914}=7.43 .$$

This exceeds $N$ by about one. Widening the window by $\pi/(2\Delta k)=0.16$ Å would raise $N$ by the same amount, so a difference of one between counting rules should not decide whether a fit is acceptable.

**Signal against noise.** Suppose each mode coefficient has prior variance $\rho$ in units of the noise variance. The measurement adds precision $\lambda_j$ to the prior precision $1/\rho$, leaving variance $\rho/(1+\rho\lambda_j)$. The fraction of prior variance removed is $\rho\lambda_j/(1+\rho\lambda_j)$. Its sum counts the modes learned from the data.

| Case | Effective count |
|---|---:|
| Fourier count $N$ | 6.37 |
| Noise energy, $\nu$ | 7.43 |
| Modes learned, $\rho=1$ | 3.50 |
| Modes learned, $\rho=10$ | 7.73 |
| Modes learned, $\rho=1000$ | 11.80 |

Clean data can exceed $N$ because even a mode with small $\lambda_j$ then rises above the noise. This gain rests on the assumption that no signal comes from outside the window.

## (c) From a count to a fit

Take a shell at true distance $R_0$:

$$y(k)=\frac{k^3\,n f(q)}{qR_0^2}e^{-2\sigma^2q^2}\sin[2q(R_0-\delta)+\phi_0],$$

$$q=\sqrt{k^2-\kappa E_0},\quad \kappa=\frac{2m_e}{\hbar^2},\quad f(q)=\frac{f_0}{1+(q/k_s)^2}.$$

The fitted parameters are the amplitude $n$ (coordination number times a reduction factor), $R_0$, the mean-square disorder $\sigma^2$ and the energy-origin shift $E_0$. Their true values are 5.4, 2.00 Å, 0.004 Å$^2$ and 0 eV. The fixed model choices are $\delta=0.45$ Å, $\phi_0=0.5$ rad, $f_0=1$ Å and $k_s=5$ Å$^{-1}$. There are 200 points, spaced by 0.05 Å$^{-1}$, with noise $s=1$ Å$^{-3}$ each. The signal envelope is 8.3, 14.5 and 7.6 Å$^{-3}$ at $k=3$, 8 and 13 Å$^{-1}$.

Let $J_{ij}=\partial y(k_i)/\partial p_j$. For small noise $\eta$, least squares gives the parameter error $\delta p=(J^TJ)^{-1}J^T\eta$. Since $\langle\eta\eta^T\rangle=s^2I$, the covariance is $s^2(J^TJ)^{-1}$. For a fit to all 200 points, with derivatives taken by finite differences, the standard errors are 0.08 in $n$, 0.0008 Å in $R_0$, 0.0001 Å$^2$ in $\sigma^2$ and 0.21 eV in $E_0$. A fit that minimizes only the misfit energy inside the 1 to 2 Å window is slightly looser: 0.0009 Å in $R_0$ and 0.22 eV in $E_0$. Within this model, the four parameters are determined.

They are not independent of one another. To first order, a change in $R_0$ shifts the oscillation phase by $2k\,\delta R_0$, while a change in $E_0$ shifts it by $-\kappa(R_0-\delta)\delta E_0/k$. Increases in both partly cancel, and their correlation coefficient is 0.80. Fixing $E_0$ at its true value would multiply the distance error by $\sqrt{1-0.80^2}=0.60$, bringing it to about 0.0005 Å. Fixing it at a wrong value would instead bias the distance.

**What remains after the fit.** The fit is made to all 200 points in $k$, and its residual is then examined in the $R$ window. Let $P$ project onto the space spanned by the columns of $J$. The residual noise is $(1-P)\eta$. With $K$ now the matrix of the kernel times the point spacing, its mean window energy in units of $s^2$ is

$$\operatorname{tr}[(1-P)K(1-P)]=\operatorname{tr}[K(1-P)^2]=N-\operatorname{tr}(PK),$$

by cyclicity of the trace and $P^2=P$. Here $\operatorname{tr}(PK)=3.65$, leaving 2.71. Simple subtraction of four parameters would give 2.37. The difference arises because 0.35 of the four fitted directions lies outside the window.

**Splitting the shell.** Replace the shell by two subshells at 1.95 and 2.05 Å, each with amplitude 2.7. If they share $\sigma^2$ and $E_0$, there are six parameters, and the linearized standard error of the first distance is 0.007 Å. If all eight parameters are free, the linearized error becomes 0.28 Å. This exceeds the separation of 0.10 Å, so the linear approximation has failed. The number is a warning that the parameters are not usefully determined, not a forecast of their scatter.

One near-equivalence is visible in the beat. For equal subshells separated by $d$, the sum of the two oscillations has a factor $\cos(kd)$. Its first zero is at $k=\pi/(2d)=15.7$ Å$^{-1}$, beyond the data. At small $kd$,

$$\cos(kd)\approx1-\frac{k^2d^2}{2}\approx e^{-2k^2(d^2/4)},$$

which looks like extra disorder $d^2/4$. The six-parameter model has this near-equivalence too: a single shell with all four parameters refitted, its disorder rising to 0.0073 Å$^2$, matches the noise-free signal with a summed squared misfit of only about $5s^2$. The small six-parameter error is therefore a local figure and does not prove that the shell is split. With eight parameters, separate disorders loosen the fit further, and separate energy shifts add another near-equivalence. Let the subshells oscillate as $\sin(\psi-kd)$ and $\sin(\psi+kd)$, where $\psi$ is the mean phase. Changing their energy shifts by $-\varepsilon$ and $+\varepsilon$ moves the two phases by about $+\beta/k$ and $-\beta/k$, with $\beta=\kappa(R_0-\delta)\varepsilon$. For small $\beta$ the sum changes by

$$\frac{\beta}{k}\left[\cos(\psi-kd)-\cos(\psi+kd)\right]=\frac{2\beta}{k}\sin(kd)\sin\psi\approx2\beta d\,\sin\psi ,$$

which at small $kd$ looks like a change of amplitude. Eight parameters exceed $N$, but poor conditioning is the direct cause of the large error. Even a model with fewer than $N$ parameters must be examined for such near-equivalences.

## The model beside a real film

A titanium dioxide film has about six oxygen neighbours near 2 Å, which sets the rough regime of this example; the scattering function and noise are not data for that material. White noise in $k^3\chi$ is also a simplification. It implies noise in $\chi$ of $1/3^3=0.037$ at the lower end, which is large for a good measurement. If the noise in $\chi$ were uniform instead, the weighted noise would grow by $(13/3)^3=81$ across the range. Should noise make data above 10 Å$^{-1}$ unusable, then $\Delta k=7$ Å$^{-1}$ and $N=14/\pi=4.5$.

The assumption of an isolated window is more serious, because a real film also has metal neighbours near 3 Å. Consider a neighbouring oscillation of constant amplitude 10 Å$^{-3}$ at apparent distance 2.6 Å. Its energy is $200\times10^2/2=10^4$ noise units. Averaged over the phase of the oscillation, a numerical transform puts 1.6% of this, or 160 units (about 150 to 175 depending on the phase), inside the window, against a mean noise energy of 6.4. Such a shell must be modelled or suppressed before the extra modes at high $\rho$ can be trusted.

A Hann taper, $\sin^2[\pi(k-3\,\text{Å}^{-1})/\Delta k]$, reduces the leaking fraction of the tapered oscillation's energy to 0.026%. It also makes the noise non-uniform: the moment formula for $\nu$, applied to the tapered kernel, gives 4.05. That is the count for an unweighted sum of squares in the window. It is not a loss of information from the complete record, since the taper can be divided out wherever it is not zero.

Errors in theoretical phases, background subtraction and multiple scattering are absent from all these figures. The distance error of 0.0008 Å is therefore a statistical error within the model, not the accuracy of a film measurement.

All numerical values are calculated from the stated model.
